# Which moment is Q in the Makov–Payne formula, and which sign?: a program that tests the result

```python
# Result under test (Hartree atomic units, simple cubic cell of edge L):
#   E_per - E_iso = -alpha q^2/(2L) + 2 pi (q Q - p^2)/(3 L^3) + O(L^-5)
# E_per: electrostatic energy per cell with uniform neutralizing background and
#        zero mean potential; E_iso: energy of the same density in free space.
# q: net charge, p: dipole, Q: integral of rho r^2, rho: CHARGE density
# (electrons negative). Q is a scalar moment, not the traceless quadrupole.
# Q_n = -Q is the same moment counted in electron number.
import numpy as np
from scipy.special import erf
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi


def reciprocal_vectors(lengths, g_max):
    """Nonzero reciprocal vectors of an orthorhombic cell with |G| <= g_max."""
    axes = []
    for length in lengths:
        n = int(np.ceil(g_max * length / (2 * PI)))
        axes.append(2 * PI * np.arange(-n, n + 1) / length)
    g = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    g2 = np.sum(g**2, axis=1)
    keep = (g2 > 1e-12) & (g2 <= g_max**2)
    return g[keep], g2[keep]


# ---------- Green function of the cell minus 1/r, by Ewald summation ----------
def green_remainder(point, lengths, eta=8.0):
    """Cell edges >= 1 and eta = 8 make the real-space images negligible."""
    g, g2 = reciprocal_vectors(lengths, 12 * eta)
    volume = np.prod(lengths)
    r = np.linalg.norm(point)
    near = 2 * eta / np.sqrt(PI) if r == 0 else erf(eta * r) / r
    wave = np.sum(np.exp(-g2 / (4 * eta**2)) * np.cos(g @ point) / g2)
    return 4 * PI * wave / volume - PI / (volume * eta**2) - near


def curvature(direction, lengths, step=0.01):
    unit = np.array(direction, float) / np.linalg.norm(direction)
    rise = (green_remainder(step * unit, lengths)
            - green_remainder(np.zeros(3), lengths))
    return rise / step**2


cubic = np.array([1.0, 1.0, 1.0])
tetragonal = np.array([1.0, 1.0, 1.5])
alpha = -green_remainder(np.zeros(3), cubic)
curv_100 = curvature([1, 0, 0], cubic)
curv_111 = curvature([1, 1, 1], cubic)
assert abs(curv_100 - 2 * PI / 3) < 5e-3   # l=4 term leaves order step^2
assert abs(curv_111 - 2 * PI / 3) < 5e-3
tet_x = curvature([1, 0, 0], tetragonal)
tet_z = curvature([0, 0, 1], tetragonal)
tet_mean = (2 * tet_x + tet_z) / 3
assert abs(tet_mean - 2 * PI / (3 * 1.5)) < 5e-3
assert abs(tet_x - tet_z) > 0.1            # l=2 part present in this cell


# ---------- clusters of Gaussian charges: direct sums ----------
SIGMA = 1.0


def cluster_shift(charges, positions, lengths):
    """Periodic energy (full reciprocal sum) minus analytic isolated energy."""
    g, g2 = reciprocal_vectors(lengths, 6.0 / SIGMA)
    structure = np.zeros(len(g), complex)
    for charge, position in zip(charges, positions):
        structure += charge * np.exp(-1j * (g @ position))
    periodic = 2 * PI / np.prod(lengths) * np.sum(
        np.abs(structure)**2 * np.exp(-g2 * SIGMA**2) / g2)
    isolated = 0.0
    for i, qi in enumerate(charges):
        for j, qj in enumerate(charges):
            d = np.linalg.norm(positions[i] - positions[j])
            pair = (1 / (SIGMA * np.sqrt(PI)) if i == j
                    else erf(d / (2 * SIGMA)) / d)
            isolated += 0.5 * qi * qj * pair
    return periodic - isolated


def moments(charges, positions):
    q = np.sum(charges)
    p = charges @ positions
    second = np.sum(charges * (np.sum(positions**2, axis=1) + 3 * SIGMA**2))
    return q, p, second


def expansion(q, p2, second, length):
    return (-alpha * q**2 / (2 * length)
            + 2 * PI * (q * second - p2) / (3 * length**3))


charges = np.array([1.4, -0.9, 0.5])
sites = np.array([[0.9, 0.2, -0.3], [-0.5, 0.8, 0.4], [0.1, -0.7, 1.1]])
moved_sites = sites + np.array([1.0, -0.5, 2.0])
L_test = 32.0
cluster_rows = []
for where in (sites, moved_sites):
    q, p, second = moments(charges, where)
    direct = cluster_shift(charges, where, L_test * cubic)
    formula = expansion(q, p @ p, second, L_test)
    third = 2 * PI * (q * second - p @ p) / (3 * L_test**3)
    assert abs(direct - formula) < 0.02 * abs(third)
    cluster_rows.append((second, p @ p, q * second - p @ p, direct, formula))
assert abs(cluster_rows[0][0] - cluster_rows[1][0]) > 1.0

# Same q and same Q, different traceless quadrupole: a rod and an octahedron
rod = np.array([[0, 0, 1.0], [0, 0, -1.0]])
octahedron = np.vstack([np.eye(3), -np.eye(3)])
rod_q, oct_q = np.full(2, 1 / 2), np.full(6, 1 / 6)
assert abs(moments(rod_q, rod)[2] - moments(oct_q, octahedron)[2]) < 1e-12
theta_rod = np.sum(rod_q * (3 * rod[:, 2]**2 - np.sum(rod**2, axis=1)))
theta_oct = np.sum(oct_q * (3 * octahedron[:, 2]**2
                            - np.sum(octahedron**2, axis=1)))


def shape_difference(lengths):
    return (cluster_shift(rod_q, rod, lengths)
            - cluster_shift(oct_q, octahedron, lengths))


cub16, cub32 = (shape_difference(s * cubic) for s in (16.0, 32.0))
tet16, tet32 = (shape_difference(s * tetragonal) for s in (16.0, 32.0))
power_cubic = np.log2(abs(cub16 / cub32))
power_tet = np.log2(abs(tet16 / tet32))
assert abs(power_cubic - 5) < 0.2
assert abs(power_tet - 3) < 0.2


# ---------- free Li+ and F-: restricted Hartree-Fock ----------
def even_tempered(start_s, start_p, ratio, n_s, n_p):
    return ([[0, [start_s * ratio**k, 1.0]] for k in range(n_s)]
            + [[1, [start_p * ratio**k, 1.0]] for k in range(n_p)])


BASIS = even_tempered(0.05, 0.04, 2.2, 18, 12)
LARGE_BASIS = even_tempered(0.03, 0.03, 1.9, 22, 14)


def solve_ion(symbol, charge, basis, r2_strength=0.0, guess=None):
    """RHF ion with an extra one-electron potential r2_strength * r^2."""
    mol = gto.M(atom=[[symbol, (0.0, 0.0, 0.0)]], charge=charge, spin=0,
                basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    core = mf.get_hcore() + r2_strength * mol.intor("int1e_r2")
    mf.get_hcore = lambda *args: core
    energy = mf.kernel(dm0=guess)
    assert mf.converged
    return mol, energy, mf.make_rdm1()


def form_factor_function(mol, density_matrix):
    """Charge form factor Z - n(k) from the density on a logarithmic grid."""
    u = np.linspace(np.log(1e-6), np.log(40.0), 3000)
    r = np.exp(u)
    direction = np.array([1.0, 2.0, 2.0]) / 3.0
    ao = mol.eval_gto("GTOval_sph", r[:, None] * direction)
    n = np.einsum("pi,ij,pj->p", ao, density_matrix, ao, optimize=True)
    weight = 4 * PI * r**3 * n * (u[1] - u[0])
    assert abs(np.sum(weight) - mol.nelectron) < 1e-6
    z = mol.atom_charge(0)
    return lambda k: z - np.sinc(np.outer(k, r) / PI) @ weight


def ion_shift(rho_k, q, length):
    """Lattice sum minus free-space integral of the long-range interaction.
    The short-range part is common to both when the cells do not overlap."""
    eta = 8.0 / length
    m = np.arange(-15, 16)**2
    n2, count = np.unique(m[:, None, None] + m[None, :, None] + m,
                          return_counts=True)
    n2, count = n2[1:], count[1:]
    k = 2 * PI * np.sqrt(n2) / length
    lattice = 4 * PI / length**3 * np.sum(
        count * np.exp(-k**2 / (4 * eta**2)) * rho_k(k)**2 / k**2)
    x, w = np.polynomial.legendre.leggauss(200)
    k_line = 6 * eta * (x + 1)
    free = 2 / PI * np.sum(6 * eta * w * np.exp(-k_line**2 / (4 * eta**2))
                           * rho_k(k_line)**2)
    return 0.5 * (lattice - PI * q**2 / (length**3 * eta**2) - free)


print(f"alpha, simple cubic: {alpha:.6f}")
print(f"r^2 coefficient, cubic L=1: [100] {curv_100:.4f}, [111] {curv_111:.4f},"
      f" 2pi/3 = {2*PI/3:.4f}")
print(f"r^2 coefficient, tetragonal 1x1x1.5: x {tet_x:.4f}, z {tet_z:.4f},"
      f" mean {tet_mean:.4f}, 2pi/(3V) = {2*PI/4.5:.4f}")
print(f"Gaussian cluster, width {SIGMA} bohr, q = {np.sum(charges):.2f} e,"
      f" L = {L_test:.0f} bohr")
for name, row in zip(("original", "moved"), cluster_rows):
    print(f" {name}: Q {row[0]:.4f}, p^2 {row[1]:.4f}, qQ-p^2 {row[2]:.4f} au")
    print(f"  shift direct {row[3]:.8f}, formula {row[4]:.8f} hartree")
print(f"rod / octahedron (q=1 e, arm 1 bohr): Q"
      f" {moments(rod_q, rod)[2]:.3f} / {moments(oct_q, octahedron)[2]:.3f}"
      f" e bohr^2")
print(f" Theta_zz {theta_rod:.3f} / {theta_oct:.3f} e bohr^2")
print(f" shift difference, cubic L=16, 32 bohr: {cub16:.3e}, {cub32:.3e} hartree")
print(f" same, tetragonal L x L x 1.5L: {tet16:.3e}, {tet32:.3e} hartree")
print(f" decay power: cubic {power_cubic:.3f}, tetragonal {power_tet:.3f}")

for symbol, q in (("Li", 1), ("F", -1)):
    mol, energy, dm = solve_ion(symbol, q, BASIS)
    kinetic = np.sum(dm * mol.intor("int1e_kin"))
    virial = (kinetic - energy) / kinetic
    assert abs(virial - 2) < 1e-3
    q_number = np.sum(dm * mol.intor("int1e_r2"))
    q_charge = -q_number
    rr = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
    theta_zz = -(3 * np.sum(dm * rr[2, 2]) - q_number)
    assert abs(theta_zz) < 1e-4 and q_number > 0.1
    big_mol, big_energy, big_dm = solve_ion(symbol, q, LARGE_BASIS)
    big_q_number = np.sum(big_dm * big_mol.intor("int1e_r2"))
    assert abs(big_q_number / q_number - 1) < 0.01
    print(f"{symbol} ion, q = {q:+d} e: RHF energy {energy:.5f} hartree,"
          f" virial ratio {virial:.6f}")
    print(f" Q (charge) {q_charge:.4f}, Q_n (electron number) {q_number:.4f}"
          f" e bohr^2; larger basis Q_n {big_q_number:.4f}")
    print(f" |Theta_zz| below 1e-4 e bohr^2: {abs(theta_zz) < 1e-4}")
    rho_k = form_factor_function(mol, dm)
    for length in (20.0, 30.0, 40.0):
        shift = ion_shift(rho_k, q, length)
        monopole = -alpha * q**2 / (2 * length)
        rest = shift - monopole
        q_term = 2 * PI * q * q_charge / (3 * length**3)
        recovered = rest * 3 * length**3 / (2 * PI * q)
        assert abs(rest - q_term) < 1e-7        # hartree; overlap of tails
        assert abs(recovered / q_charge - 1) < 5e-3
        print(f" L={length:.0f} bohr: shift {shift:.7f}, monopole {monopole:.7f},"
              f" rest {rest:.7f} hartree")
        print(f"  Q term {q_term:.7f} hartree; Q recovered from rest"
              f" {recovered:.4f} e bohr^2")
        if length == 20.0:
            wrong = shift - monopole + q_term
            assert abs(wrong / rest - 2) < 0.01
            print(f"  error left: monopole only {rest*HARTREE_EV:.5f} eV,"
                  f" wrong sign {wrong*HARTREE_EV:.5f} eV")
            print(f"  error left, correct sign: below 1e-7 hartree:"
                  f" {abs(rest - q_term) < 1e-7}")
    if symbol == "F":
        relaxation = []
        for length in (20.0, 40.0):
            strength = -2 * PI * q / (3 * length**3)
            relaxed = solve_ion(symbol, q, BASIS, strength, dm)[1]
            relaxation.append(relaxed - energy - strength * q_number)
        power = np.log2(relaxation[0] / relaxation[1])
        assert relaxation[0] < 0 and abs(power - 6) < 0.2
        print(f" relaxation energy, L=20, 40 bohr: {relaxation[0]:.3e},"
              f" {relaxation[1]:.3e} hartree; decay power {power:.3f}")

print("all good")
```

Running it gives:

```
alpha, simple cubic: 2.837297
r^2 coefficient, cubic L=1: [100] 2.0947, [111] 2.0942, 2pi/3 = 2.0944
r^2 coefficient, tetragonal 1x1x1.5: x 2.2521, z -0.3147, mean 1.3965, 2pi/(3V) = 1.3963
Gaussian cluster, width 1.0 bohr, q = 1.00 e, L = 32 bohr
 original: Q 4.2260, p^2 3.7746, qQ-p^2 0.4514 au
  shift direct -0.04430407, formula -0.04430392 hartree
 moved: Q 12.8660, p^2 12.4146, qQ-p^2 0.4514 au
  shift direct -0.04430407, formula -0.04430392 hartree
rod / octahedron (q=1 e, arm 1 bohr): Q 4.000 / 4.000 e bohr^2
 Theta_zz 2.000 / 0.000 e bohr^2
 shift difference, cubic L=16, 32 bohr: 8.927e-06, 2.782e-07 hartree
 same, tetragonal L x L x 1.5L: -4.127e-04, -5.206e-05 hartree
 decay power: cubic 5.004, tetragonal 2.987
Li ion, q = +1 e: RHF energy -7.23641 hartree, virial ratio 2.000001
 Q (charge) -0.8906, Q_n (electron number) 0.8906 e bohr^2; larger basis Q_n 0.8906
 |Theta_zz| below 1e-4 e bohr^2: True
 L=20 bohr: shift -0.0711656, monopole -0.0709324, rest -0.0002332 hartree
  Q term -0.0002332 hartree; Q recovered from rest -0.8906 e bohr^2
  error left: monopole only -0.00634 eV, wrong sign -0.01269 eV
  error left, correct sign: below 1e-7 hartree: True
 L=30 bohr: shift -0.0473574, monopole -0.0472883, rest -0.0000691 hartree
  Q term -0.0000691 hartree; Q recovered from rest -0.8906 e bohr^2
 L=40 bohr: shift -0.0354954, monopole -0.0354662, rest -0.0000291 hartree
  Q term -0.0000291 hartree; Q recovered from rest -0.8906 e bohr^2
F ion, q = -1 e: RHF energy -99.45900 hartree, virial ratio 2.000015
 Q (charge) -15.9796, Q_n (electron number) 15.9796 e bohr^2; larger basis Q_n 15.9818
 |Theta_zz| below 1e-4 e bohr^2: True
 L=20 bohr: shift -0.0667490, monopole -0.0709324, rest 0.0041834 hartree
  Q term 0.0041834 hartree; Q recovered from rest -15.9796 e bohr^2
  error left: monopole only 0.11384 eV, wrong sign 0.22767 eV
  error left, correct sign: below 1e-7 hartree: True
 L=30 bohr: shift -0.0460488, monopole -0.0472883, rest 0.0012395 hartree
  Q term 0.0012395 hartree; Q recovered from rest -15.9796 e bohr^2
 L=40 bohr: shift -0.0349433, monopole -0.0354662, rest 0.0005229 hartree
  Q term 0.0005229 hartree; Q recovered from rest -15.9796 e bohr^2
 relaxation energy, L=20, 40 bohr: -8.412e-06, -1.338e-07 hartree; decay power 5.974
all good
```
